# Maxwell's Diffusion Coefficient for an Amorphous Barrier with Impermeable Nanocrystals, part 2

Copper diffuses through an amorphous barrier film of thickness $L$ that contains small crystals. The problem is to find how much the crystals slow the copper, in steady flow and while the film fills, and which departures from the ideal picture can undo the effect.

The matrix has constant diffusion coefficient $D$. The crystals are fixed spheres of radius $a$, spread evenly and filling the volume fraction $f$. In the ideal picture copper does not enter them and moves no faster along their surfaces than in the matrix.

The $z$ axis is normal to the film, $t$ is time, and $c$ is the copper concentration per volume of matrix. Its large-scale slope is $G$, and the mean flux per total area is $J=-D_eG$, which defines $D_e$.

For a single crystal in an imposed slope $G$, take $r$, $z=r\cos\theta$ and $c$ relative to its centre. Laplace's equation with no flux at $r=a$ gives

$$c=Gz\left(1+\frac{a^3}{2r^3}\right).\tag{4}$$

Far from a ball of radius $R$ holding $N$ dilute crystals, the disturbances add. With $Na^3=fR^3$ their sum is

$$\delta c=\frac f2\,\frac{R^3}{r^3}\,Gz.\tag{5}$$

A uniform ball of radius $R$ and coefficient $D_e$ in the matrix adds $\kappa GzR^3/r^3$ to the field outside it, where

$$\kappa=\frac{D-D_e}{D_e+2D}.\tag{6}$$

Matching the two distant fields gives Maxwell's formula for impermeable spheres:

$$\frac{D_e}{D}=\frac{2(1-f)}{2+f}.\tag{7}$$

For a periodic arrangement in which each crystal feels the slope $g$, an exact relation is

$$\frac{D_e}{D}=1-\frac32f\,\frac gG .\tag{8}$$

When $c$ changes slowly, copper is stored in the matrix alone, so

$$(1-f)\frac{\partial c}{\partial t}=D_e\frac{\partial^2c}{\partial z^2}.\tag{10}$$

Concentration profiles therefore spread with the coefficient

$$D_t=\frac{D_e}{1-f}=\frac{2D}{2+f}.\tag{11}$$

**(g)** *The film is free of copper at $t=0$. From then on $c=c_0$ at the inlet $z=0$ and $c=0$ at the outlet $z=L$. Find the amount of copper $Q(t)$ per area that has left the film at late times, and from it the time lag.*

**Solution.** The late behaviour follows without solving (10) in full. Multiply (10) by $z$ and integrate over the film. On the right, integration by parts gives

$$\int_0^Lz\frac{\partial^2c}{\partial z^2}\,dz=L\left.\frac{\partial c}{\partial z}\right|_L-\bigl[c(L)-c(0)\bigr]=L\left.\frac{\partial c}{\partial z}\right|_L+c_0 .$$

The flux at the outlet is $J(L)=-D_e\,\partial c/\partial z|_L$. Hence

$$(1-f)\frac{d}{dt}\int_0^Lzc\,dz=-LJ(L)+D_ec_0 .$$

Solve for $J(L)$ and integrate from time zero, when $c=0$ in the film:

$$Q(t)=\frac{D_ec_0}{L}\,t-\frac{1-f}{L}\int_0^Lzc\,dz .$$

At late times the profile is the straight line $c=c_0(1-z/L)$, for which

$$\int_0^Lzc\,dz=c_0\left(\frac{L^2}{2}-\frac{L^2}{3}\right)=\frac{c_0L^2}{6}.$$

So $Q$ approaches the line

$$Q=\frac{D_ec_0}{L}(t-t_L),\qquad t_L=\frac{(1-f)L^2}{6D_e}=\frac{L^2}{6D_t}=\frac{L^2}{6D}\left(1+\frac f2\right).\tag{12}$$

The time $t_L$ is the time lag. It is where the late straight line, drawn backwards, meets the time axis. Some copper leaves the film before that time. The steady flux carries the factor (7), but the lag grows only by the factor $1+f/2$.

The role of storage was tested on a three-dimensional film of eight crystal layers with blocked fraction 0.324, solved on a grid of small cubes. Its lag was 0.9957 times the value $(1-f)L^2/(6D_e)$, with $f$ and $D_e$ taken from the same film. Had the factor $1-f$ been left out, the predicted lag would have been almost one half too long.

**(h)** *Suppose the crystals let some copper through. Generalize (7) for steady flow.*

**Solution.** Inside a crystal, let $c$ denote the matrix concentration that would be in equilibrium with the copper there. This $c$ is continuous across the surface. Write the flux in the crystal as $-D_p\nabla c$. The permeability coefficient $D_p$ is then the diffusion coefficient in the crystal times the ratio of equilibrium concentrations, crystal to matrix.

A crystal is now a uniform ball of coefficient $D_p$ in the matrix. By (6), its disturbance has $\kappa=(D-D_p)/(D_p+2D)$. Let $s=D_p/D$ and define

$$\beta=\frac{s-1}{s+2},$$

so that $\kappa=-\beta$. Adding the dipoles as in part (c) gives the far field $-f\beta\,GzR^3/r^3$. The equivalent ball must match it:

$$\frac{D-D_e}{D_e+2D}=-f\beta .$$

Multiplying out gives $D-D_e=-f\beta D_e-2f\beta D$. Collecting terms gives $D(1+2f\beta)=D_e(1-f\beta)$, so

$$\frac{D_e}{D}=\frac{1+2f\beta}{1-f\beta}.\tag{13}$$

For $s=0$ we have $\beta=-\tfrac12$, and (13) becomes $(1-f)/(1+f/2)$, which is (7). For $s=1$ the crystals have no effect. For $s>1$ they speed up the flow. The lag (12) does not carry over unchanged, because $D_e$ is different and because crystals that dissolve copper also store it.

**(i)** *Impermeable crystals are surrounded by an interface layer from $r=a$ to $r=b$ in which copper moves with coefficient $D_i$. Find the effect on the steady flux, and the value of $D_i/D$ at which the benefit of the crystals is gone.*

**Solution.** Assume that the layer holds the same equilibrium concentration as the matrix; otherwise $D_i$ is to be read as a permeability, as in part (h). In the layer the field obeys Laplace's equation with no flux at $r=a$, so part (b) gives its form:

$$c=A'z\left(1+\frac{a^3}{2r^3}\right).$$

Let $q=a^3/b^3$. At $r=b$ the concentration and the normal flux into the layer are

$$c=A'b\left(1+\frac q2\right)\cos\theta,\qquad D_i\frac{\partial c}{\partial r}=D_iA'(1-q)\cos\theta .$$

For a uniform sphere of radius $b$ and coefficient $D_p$ with inner field $A''z$, the same two quantities are $A''b\cos\theta$ and $D_pA''\cos\theta$. The field outside depends on what is inside through the ratio of flux to concentration at $r=b$. The two ratios agree when

$$D_p=D_i\,\frac{1-q}{1+q/2}=D_i\,\frac{2(1-q)}{2+q}.\tag{14}$$

In a uniform slope, the coated crystal acts as a uniform sphere with this $D_p$. The factor is Maxwell's again, with $q$ as the fraction of the coated sphere that is crystal. The coated spheres fill the fraction $fb^3/a^3=f/q$ of the film, and (13) then applies with $f/q$ in place of $f$.

The coated crystals have no effect when $D_p=D$, which means

$$\frac{D_i}{D}=\frac{2+q}{2(1-q)}.\tag{15}$$

At this ratio the field $c=Gz$ outside all the coated crystals, together with the layer solution inside each of them, satisfies every condition. It does so for any arrangement in which the layers do not overlap, and at any volume fraction. The flux is then that of a film without crystals. A faster interface turns the crystals into an aid to the copper.

**(j)** *Copper crosses an amorphous film of thickness $L=10$ nm at 600 °C. Take $D=10^{-16}$ cm²/s, $c_0=10^{20}$ cm⁻³ at the inlet and zero at the outlet, crystals 2 nm in diameter, and $f=0.10$. Find the steady flux and the time lag with and without crystals.*

**Solution.** If each crystal had a cubic cell to itself, the cell edge would be

$$\left(\frac{4\pi a^3}{3f}\right)^{1/3}=\left(\frac{4\pi}{0.30}\right)^{1/3}\text{nm}=3.47\ \text{nm},$$

so about three crystals fit across the film. The two reduction factors are

$$\frac{D_e}{D}=\frac{2\times0.90}{2.10}=0.857,\qquad\frac{D_t}{D}=\frac{2}{2.10}=0.952 .$$

Without crystals, and with $L=10^{-6}$ cm, the steady flux is

$$\frac{Dc_0}{L}=\frac{10^{-16}\times10^{20}}{10^{-6}}=1.0\times10^{10}\ \text{cm}^{-2}\,\text{s}^{-1}.$$

With crystals, at the same boundary concentrations, it is $0.857$ times this, or $8.6\times10^{9}$ cm⁻² s⁻¹. The lag without crystals is

$$\frac{L^2}{6D}=\frac{10^{-12}}{6\times10^{-16}}\ \text{s}=1667\ \text{s},$$

and with crystals it is $1667\times1.05=1750$ s. By these formulas the flux falls by 14 %, while the lag grows by 5 %. Using $D_e$ in place of $D_t$ would have given 1944 s, an increase of 17 %.

The benefit can be put on a scale of energy. If $D$ follows an Arrhenius law, a fall of its activation energy by $kT\ln(D/D_e)$ raises $D$ enough to cancel the reduction. At 873 K, $kT=75.2$ meV, so this energy is $75.2\times\ln(1/0.857)=11.6$ meV. With an assumed activation energy of 2 eV, annealing a film without crystals about 5 K cooler lowers $D$ by the same factor.

**(k)** *Estimate how far the main neglected effects move the factor 0.857 for this film, and compare the model with a real barrier.*

**Solution.** Consider first the arrangement of the crystals. The film can be divided into 2, 3 or 4 equal layers of crystals in a square pattern, stacked directly above one another, with $f$, $L$ and the crystal size held fixed. The numerical field solution then gives $D_e/D=0.844$, 0.858 and 0.870. Relative to formula (7), the changes are $-1.5$ %, $+0.2$ % and $+1.5$ %.

The sign of the trend follows from the dipole field in (4). Its slope along $z$, at a distance $d$ straight above or below a crystal, is

$$\frac{d}{dz}\left(\frac{Ga^3}{2z^2}\right)_{z=d}=-\frac{Ga^3}{d^3}.$$

At the same distance to the side it is $+Ga^3/(2d^3)$. A neighbour in line with the flow therefore weakens the slope $g$ felt by a crystal, and a neighbour beside it strengthens that slope. By (8), a smaller $g$ means less blocking. With four layers the crystals are close along the flow and far apart sideways, so the flux is larger. With two layers the reverse holds. This argument from nearest neighbours gives the sign, not the size.

The film is also thin for a theory that averages over many crystals. In a film of three layers with $f=0.100$, made of cubic cells and so 10.4 nm thick, the computed lag was about 0.99 times $(1-f)L^2/(6D_e)$, with $D_e$ again taken from that film. The small number of layers is a likely reason for the difference, though it was not isolated from other causes. The lag of this film is about 4 % longer than without crystals, rather than the 5 % of part (j).

In the examples tried here, imperfect crystals matter more than the arrangement. If their permeability is one tenth of that of the matrix, $\beta=-0.9/2.1=-0.429$, and (13) gives

$$\frac{D_e}{D}=\frac{1-0.0857}{1+0.0429}=0.877 .$$

For an interface layer 0.3 nm thick, $q=1/1.3^3=0.455$. By (15), the benefit is gone at

$$\frac{D_i}{D}=\frac{2.455}{2\times0.545}=2.25 .$$

For larger crystals with a layer of the same thickness this limit is higher: (15) gives 3.9 at a crystal radius of 2 nm. If, for the crystals of 1 nm radius, the interface is ten times faster than the matrix, (14) gives $D_p/D=4.44$, so that $\beta=3.44/6.44=0.534$. The coated fraction is $0.10/0.455=0.220$, and (13) gives $D_e/D=1.40$. The flux is then 40 % above that of the film without crystals. A numerical solution for a cubic array of uniform spheres with the same $D_p$ and the same volume fraction also gives 1.40.

The numbers of part (j) are meant to lie in the regime of copper in an amorphous Ta-Si-N barrier. All of them are rough. Nitrogen-rich Ta-Si-N films are generally reported to stay amorphous well above 600 °C, so for that material the crystals of the example would have to be present already, from deposition or from a hotter step. The value of $D$ is the least certain and could be wrong by orders of magnitude, which would multiply the flux and divide the lag by the same factor but leave the ratios 0.857 and 1.05 unchanged. Barriers in advanced interconnects can be only a few nanometres thick. A crystal of 2 nm would then nearly span the film, and the averaging used here can no longer be relied on. For a film 3 nm thick with $f=0.10$ and a single layer of crystals at mid-depth, a numerical solution gives $D_e/D=0.862$, still close to (7). The lag, however, is 5 % shorter than without crystals, where (12) predicts that it is 5 % longer.

The continuum picture is itself approximate at this size, because the crystal radius is only a few atomic jumps. In a simple lattice model with jumps of 0.25 to 0.35 nm, $D_e/D$ came out about 2 to 4 % below formula (7) at the same blocked fraction, depending on the jump length and on where the crystal centre lies on the lattice. The interface layer of 0.3 nm is about one jump thick, so its $D_i$ is only an effective number.

Two assumptions are the most doubtful in a real film. One is that the interfaces are no faster than the matrix, and the example shows that a 0.3 nm layer around crystals 2 nm in diameter reverses the sign of the effect once copper moves in it more than 2.25 times as fast as in the matrix. The other is that the matrix stays the same while crystals form. Crystals that differ in composition from the matrix must change it as they grow, and a shift of 11.6 meV in its activation energy is enough to cancel the gain. Crystals that touch and form a connected path of boundaries through the film lie outside the model altogether.

A reduction by 14 % is therefore a reason to expect little harm from dilute crystals whose interfaces are slow and whose matrix is unchanged. It is not a reason to crystallize a barrier on purpose. The numerical output below lists most of the values used here.

## Table of computed values

```
TESTS
bare sphere dipole / a^3 (radial equation): 0.500000
dilute slope (1 - D_e/D)/f at f = 0.001: 1.4992
f = 0.02: D_e/D cubic array 0.97030, formula 0.97030
f = 0.05: D_e/D cubic array 0.92683, formula 0.92683
f = 0.10: D_e/D cubic array 0.85711, formula 0.85714
f = 0.30: D_e/D cubic array 0.60567, formula 0.60870
8-layer film, voxel f = 0.324: lag / predicted lag = 0.9957
EXAMPLE INPUTS (rough)
matrix D: 1.0e-16 cm^2/s
film thickness: 10.0 nm
matrix concentration at inlet: 1.0e+20 cm^-3
crystal diameter: 2.0 nm
crystal volume fraction f: 0.10
anneal temperature: 873.15 K
EXAMPLE RESULTS
cubic-cell crystal spacing: 3.47 nm
flux factor D_e/D: 0.8571
transient factor D_t/D: 0.9524
D_e: 8.571e-17 cm^2/s
D_t: 9.524e-17 cm^2/s
steady flux, no crystals: 1.000e+10 cm^-2 s^-1
steady flux, with crystals: 8.571e+09 cm^-2 s^-1
time lag, no crystals: 1667 s
time lag, with crystals: 1750 s
wrong lag if D_e replaced D_t: 1944 s
NEGLECTED EFFECTS
2 crystal layers in film: D_e/D = 0.8443, change -1.50 %
3 crystal layers in film: D_e/D = 0.8584, change +0.15 %
4 crystal layers in film: D_e/D = 0.8697, change +1.46 %
3-layer film, voxel f = 0.100: lag / predicted lag = 0.9883
crystal permeability ratio 0.1: D_e/D = 0.8767
interface shell thickness: 0.3 nm
q = a^3/b^3 of coated crystal: 0.4552
break-even interface D_i/D: 2.253
D_i/D = 10: coated-crystal D_p/D = 4.438
coated volume fraction: 0.2197
D_i/D = 10: film D_e/D = 1.399 (uniform-sphere array 1.400)
kT at anneal: 75.24 meV
activation-energy drop that cancels benefit: 11.6 meV
assumed activation energy: 2.0 eV
equivalent anneal temperature drop: 5.0 K
```
